# Ion path length with constant nuclear and square-root electronic stopping, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The closed form, its limits and its evaluation

**Result.** An ion enters a target with kinetic energy \(E_0\) and loses energy along its track according to

\[
-\frac{dE}{dx}=S_n+k\sqrt E ,\qquad S_n>0,\quad k>0, \tag{1}
\]

with \(S_n\) and \(k\) constant. The length of its track, from entry to rest, is

\[
R(E_0)=\frac{2\sqrt{E_0}}{k}-\frac{2S_n}{k^2}\ln\!\left(1+\frac{k\sqrt{E_0}}{S_n}\right). \tag{2}
\]

The first term is the path length with electronic stopping alone. The second is the logarithmic correction due to nuclear stopping. It is negative, because an additional loss shortens the track.

### Meaning of the symbols and assumptions

The coordinate \(x\) is measured along the track, which may be curved. Thus \(R\) is a path length and not a depth below the surface. Both parts of the stopping are positive numbers; the minus sign in (1) states that the energy falls as \(x\) grows.

The constant \(S_n\) is the energy given to target atoms per unit path in elastic collisions, called nuclear stopping. The term \(k\sqrt E\) is the energy given to electrons per unit path. For a slow ion of mass \(M_1\) and speed \(v\), \(E=M_1v^2/2\), so

\[
k\sqrt E=k\sqrt{\frac{M_1}{2}}\;v .
\]

Electronic stopping therefore acts as a drag force proportional to speed, while nuclear stopping acts as a friction force independent of speed. In the model the drag dies out as the ion slows down and the friction does not, so the nuclear term controls the end of the track. Real nuclear stopping also falls at the lowest energies; for nitrogen in iron the ZBL estimate of Part 2 remains about 3.5 to 5 times the electronic term between 1 eV and 1 keV, so it still leads there.

Equation (1) contains four assumptions:

- The energy loss is continuous. Random differences between individual ions are ignored.
- The target is homogeneous and amorphous, so that \(S_n\) and \(k\) do not depend on position or direction.
- Nuclear stopping can be replaced by one constant over the energies that matter.
- The ion is slow enough for electronic stopping to be proportional to speed. A rough condition is \(v<Z_1^{2/3}\) in atomic units, where \(Z_1\) is the atomic number of the ion.

Energies are in keV and lengths in nm. Then \(S_n\) is in keV/nm and \(k\) in keV\(^{1/2}\)/nm. If energies are supplied in eV instead, the numerical value of \(S_n\) is multiplied by 1000, but that of \(k\) by \(\sqrt{1000}\approx31.6\), because \(k\) contains only half a power of energy.

### Derivation

While the energy changes by \(dE<0\), the ion travels

\[
dx=-\frac{dE}{S_n+k\sqrt E}.
\]

The track starts at \(E_0\) and ends at zero energy. Adding the pieces and exchanging the limits, which removes the minus sign, gives

\[
R=-\int_{E_0}^{0}\frac{dE}{S_n+k\sqrt E}
=\int_0^{E_0}\frac{dE}{S_n+k\sqrt E}. \tag{3}
\]

The denominator is never smaller than \(S_n\), so the integral is finite and cannot exceed \(E_0/S_n\). The denominator is also never smaller than \(k\sqrt E\), so \(R\) cannot exceed \(2\sqrt{E_0}/k\) either.

The square root is removed by \(u=\sqrt E\). Then \(E=u^2\), \(dE=2u\,du\), and the upper limit becomes \(\sqrt{E_0}\):

\[
R=\int_0^{\sqrt{E_0}}\frac{2u}{S_n+ku}\,du .
\]

Numerator and denominator are both linear in \(u\). To divide them, write the numerator in terms of the denominator:

\[
2u=\frac2k\,(ku)=\frac2k\left[(S_n+ku)-S_n\right].
\]

Hence

\[
R=\frac2k\int_0^{\sqrt{E_0}}\left(1-\frac{S_n}{S_n+ku}\right)du .
\]

The first term integrates to \(\sqrt{E_0}\). For the second, the derivative of \(\ln(S_n+ku)\) is \(k/(S_n+ku)\), so

\[
\int_0^{\sqrt{E_0}}\frac{S_n\,du}{S_n+ku}
=\frac{S_n}{k}\left[\ln(S_n+k\sqrt{E_0})-\ln S_n\right]
=\frac{S_n}{k}\ln\!\left(1+\frac{k\sqrt{E_0}}{S_n}\right).
\]

Multiplication by \(2/k\) gives (2).

Differentiation confirms the factors. The derivative of the first term of (2) is \(1/(k\sqrt{E_0})\). That of the logarithm is

\[
\frac{k}{2S_n\sqrt{E_0}}\;\frac{S_n}{S_n+k\sqrt{E_0}}
=\frac{k}{2\sqrt{E_0}\,(S_n+k\sqrt{E_0})}.
\]

Therefore

\[
\frac{dR}{dE_0}=\frac1{k\sqrt{E_0}}
-\frac{S_n}{k\sqrt{E_0}\,(S_n+k\sqrt{E_0})}
=\frac1{S_n+k\sqrt{E_0}},
\]

as (3) requires. Also \(R(0)=0\), which fixes the constant of integration.

### One dimensionless variable

Define

\[
s=\frac{k\sqrt{E_0}}{S_n},\qquad g(s)=s-\ln(1+s). \tag{4}
\]

The number \(s\) is the ratio of electronic to nuclear stopping at entry. Since \(2\sqrt{E_0}/k=(2S_n/k^2)s\), equation (2) becomes

\[
R=\frac{2S_n}{k^2}\,g(s). \tag{5}
\]

Division by the purely electronic path \(R_e=2\sqrt{E_0}/k\) gives

\[
\frac{R}{R_e}=1-\frac{\ln(1+s)}{s}. \tag{6}
\]

The two stopping powers are equal when \(k\sqrt E=S_n\), that is, at the crossover energy

\[
E_x=\left(\frac{S_n}{k}\right)^2,\qquad s^2=\frac{E_0}{E_x}. \tag{7}
\]

Above \(E_x\) electronic stopping is the larger, and below it nuclear stopping is.

### Weak electronic stopping

For \(s<1\) the logarithm has the convergent series

\[
\ln(1+s)=s-\frac{s^2}{2}+\frac{s^3}{3}-\frac{s^4}{4}+\frac{s^5}{5}-\frac{s^6}{6}+\cdots .
\]

The linear terms cancel in \(g\). From (4), \(2S_n/k^2=(E_0/S_n)(2/s^2)\), so (5) gives

\[
R=\frac{E_0}{S_n}\left(1-\frac{2s}{3}+\frac{s^2}{2}-\frac{2s^3}{5}+\frac{s^4}{3}-\cdots\right). \tag{8}
\]

The purely nuclear result \(E_0/S_n\) returns as \(s\to0\). Although each term of (2) diverges as \(k\to0\) at fixed \(E_0\) and \(S_n\), their difference remains finite.

The third-order coefficient was tested against direct quadrature of (3) at \(s=0.01\). Subtracting the terms through \(s^2\) and dividing the remainder by \(-s^3\) gave 0.3967. Equation (8) predicts \(2/5-s/3=0.3967\) when the next term is included.

### Strong electronic stopping and the origin of the logarithm

For large \(s\), use

\[
\ln(1+s)=\ln s+\ln(1+1/s),\qquad \ln s=\tfrac12\ln(E_0/E_x).
\]

The shortening of the track relative to \(R_e\) is then

\[
R_e-R=\frac{S_n}{k^2}\left[\ln\frac{E_0}{E_x}+2\ln\!\left(1+\frac1s\right)\right]. \tag{9}
\]

The last logarithm tends to zero as \(s\to\infty\). The shortening itself continues to grow with energy, but more slowly than \(R_e\). By (6), its share of \(R_e\) falls as \(\ln(s)/s\).

The result can also be approached by treating nuclear stopping as a small addition. The first-order expansion of the integrand in (3) is

\[
\frac1{S_n+k\sqrt E}\approx\frac1{k\sqrt E}-\frac{S_n}{k^2E}.
\]

If the second term is integrated from a lower energy \(E_c\), the shortening is

\[
\frac{S_n}{k^2}\int_{E_c}^{E_0}\frac{dE}{E}
=\frac{S_n}{k^2}\ln\frac{E_0}{E_c}.
\]

This diverges as \(E_c\to0\). The expansion requires \(S_n\ll k\sqrt E\), or \(E\gg E_x\), and this condition fails at the end of every track, however small \(S_n\) may be. The full denominator removes the divergence. Comparison with (9) shows that, in the limit of large \(s\), its effect equals a cutoff at \(E_c=E_x\). The logarithm thus measures the energy interval between entry and the crossover.

For \(s=1000\), quadrature gave a shortening of 13.8175 in units of \(S_n/k^2\), while \(\ln(E_0/E_x)\) is 13.8155. The difference, 0.0020, agrees with \(2\ln(1+1/s)\approx2/s\). This is a test of the formula, not a physical case. With the nitrogen-in-iron parameters of Part 2, the speed condition ends near 4.7 MeV, where \(s\approx15\), and real nuclear stopping has fallen far below the constant long before: the ZBL estimate is about 0.03 keV/nm at 1 MeV. The shortening then levels off, near 275 nm at 4.7 MeV against 493 nm from (9). The unlimited logarithmic growth belongs to a constant \(S_n\) only.

### Energy balance

The constant nuclear stopping acts over the whole track. The energy transferred directly to atoms is therefore

\[
\Delta E_n=\int_0^R S_n\,dx=S_nR, \tag{10}
\]

and the electrons receive the remainder, \(\Delta E_e=E_0-S_nR\). By (8), the nuclear share tends to one for small \(s\). For large \(s\), \(R\) approaches \(2\sqrt{E_0}/k\), so the nuclear share approaches \(2/s\). This limit too assumes a constant \(S_n\); a nuclear stopping that falls at high energy gives a smaller share.

The quantity \(S_nR\) is not the final energy of atomic motion in the target. Atoms struck by the ion also move through the solid and pass part of their energy to electrons. Equation (10) counts the transfers made by the ion itself.

### Energy at a given position along the track

An ion whose energy has fallen to \(E\) still has the path \(R(E)\) ahead of it. The distance already travelled is

\[
x=R(E_0)-R(E). \tag{11}
\]

To find \(E\) at a given \(x\), let \(r=R(E_0)-x\) be the remaining path and put \(y=k^2r/(2S_n)\). Equation (5) requires \(g(z)=y\), where \(z=k\sqrt E/S_n\). Since \(g'(z)=z/(1+z)\), Newton's method gives

\[
z_{\rm new}=z-\frac{[z-\ln(1+z)-y](1+z)}{z}.
\]

Expanding the product and cancelling \(z^2\) leaves

\[
z_{\rm new}=\frac{(1+z)[\ln(1+z)+y]-z}{z},\qquad E=E_xz^2. \tag{12}
\]

Start from the entry value \(z=s\), which is not below the root. Since \(g''(z)=1/(1+z)^2>0\), each tangent lies below the curve. In exact arithmetic its zero cannot fall below the root, so the iterates descend towards it. At \(r=0\), return \(E=0\) directly, because the derivative vanishes there.

### Sensitivity to the parameters

A logarithmic derivative gives the relative change of \(R\) per small relative change of a parameter. Define

\[
q=\frac{s\,g'(s)}{g(s)}=\frac{s^2}{(1+s)[s-\ln(1+s)]}. \tag{13}
\]

In (5), the prefactor varies as \(S_nk^{-2}\), while \(s\) varies as \(kE_0^{1/2}S_n^{-1}\). Hence

\[
\frac{\partial\ln R}{\partial\ln k}=q-2,\qquad
\frac{\partial\ln R}{\partial\ln S_n}=1-q,\qquad
\frac{\partial\ln R}{\partial\ln E_0}=\frac q2. \tag{14}
\]

In each derivative the other two parameters are fixed. As \(s\) rises from zero to infinity, \(q\) changes from 2 to 1. The local power of energy in \(R\) accordingly changes from 1, for constant friction, to \(1/2\), for drag.

### Numerical evaluation

Equation (2) subtracts two nearly equal numbers when \(s\) is small. If \(1+s\) is rounded before the logarithm is taken, an absolute error of order \(\epsilon\), the machine precision, is divided by \(g\approx s^2/2\). The relative error is then of order \(2\epsilon/s^2\). A library function that evaluates \(\ln(1+s)\) directly from \(s\) reduces this to about \(2\epsilon/s\).

For still smaller \(s\), use (8). Its terms alternate and decrease in size for \(0<s<1\), so the truncation error is smaller than the first omitted term. The cases \(k=0\) and \(S_n=0\) should return \(E_0/S_n\) and \(2\sqrt{E_0}/k\) directly; if both vanish, the ion does not stop.

## Part 2. Nitrogen in iron, and the effects left out

The ion starts at energy \(E_0\) and loses \(S_n+k\sqrt E\) per unit path. Here \(S_n\) is the constant nuclear stopping and \(k\) the electronic coefficient. Part 1 gave

\[
R=\frac{2S_n}{k^2}[s-\ln(1+s)],\qquad s=\frac{k\sqrt{E_0}}{S_n},
\]

with crossover energy \(E_x=(S_n/k)^2\), purely electronic path \(R_e=2\sqrt{E_0}/k\), and direct nuclear loss \(S_nR\). The distance travelled down to energy \(E\) is \(R(E_0)-R(E)\).

### Worked example

Nitrogen is implanted into iron to harden its surface. Take \(E_0=50\) keV, with the round, rough parameters

\[
S_n=0.22\ \text{keV/nm},\qquad k=0.05\ \text{keV}^{1/2}/\text{nm}.
\]

The entry stopping ratio and the crossover energy are

\[
s=\frac{0.05\times7.0711}{0.22}=1.607,\qquad
E_x=\left(\frac{0.22}{0.05}\right)^2=19.36\ \text{keV}.
\]

The two terms of the path length are

\[
R_e=\frac{2\times7.0711}{0.05}=282.8\ \text{nm},
\]

\[
-\frac{2\times0.22}{0.05^2}\ln(2.607)
=-176.0\times0.9582=-168.6\ \text{nm}.
\]

Their sum is

\[
R=282.8-168.6=114.2\ \text{nm}=0.114\ \mu\text{m}.
\]

The logarithmic correction removes 60 % of the purely electronic path. It is not a small correction here, even though electronic stopping is the larger at entry. Keeping only \(\ln(E_0/E_x)\) in (9) would give a shortening of \(88.0\times0.949=83.5\) nm, about half the required value. The strong-electronic limit must not be used at this \(s\).

The nuclear loss is \(0.22\times114.2=25.1\) keV, and the electrons receive 24.9 keV directly from the ion. Electronic stopping leads above 19.36 keV and nuclear stopping below it. That the two shares nearly balance is an accident of this starting energy.

With \(S_n\) and \(k\) held fixed, the path changes with starting energy as follows.

| \(E_0\) (keV) | \(s\) | \(R_e\) (nm) | \(R\) (nm) | \(R/R_e\) |
|---:|---:|---:|---:|---:|
| 5 | 0.508 | 89.4 | 17.1 | 0.191 |
| 10 | 0.719 | 126.5 | 31.2 | 0.246 |
| 20 | 1.016 | 178.9 | 55.5 | 0.310 |
| 50 | 1.607 | 282.8 | 114.2 | 0.404 |

The purely electronic formula is relatively worst at low energy, where more of the slowing down is nuclear.

For a test of the motion along the track, (1) was integrated numerically from 50 to 12.5 keV. The distance was 76.57 nm, and (11) gave the same value. Thus three quarters of the energy is lost in 67 % of the path.

The inverse calculation starts from the remaining path, \(114.2-76.57\approx37.6\) nm, for which \(y=37.6/176.0\approx0.214\) (0.2138 without intermediate rounding, the value used here). Starting at \(z=1.607\), equation (12) gives 0.901, 0.806 and 0.804. The last value returns \(E=19.36\times0.804^2\approx12.5\) keV.

The closed form gives a path length of 114.2 nm for 50 keV nitrogen in iron with the chosen parameters, and direct numerical integration from 50 to 12.5 keV agrees with it. It remains to see whether those parameters are reasonable, and how random collisions and deflection change the path and the depth.
